# Peak Current of a Self-Heated Channel with Power-Law Conductance, part 1

(Sections cited here and not found follow in the second part.)

## First half: the steady current and its maximum

Q: A transistor channel heats itself as I raise the drain voltage, and its conductance falls as it heats. Does the current reach a greatest value, or does it merely rise more and more slowly? Before you answer, tell me what you assume.

A: I assume four things. The channel has one absolute temperature $T$ along its whole length. Its conductance is ohmic at each temperature and follows a power law,

$$G(T)=G_0\left(\frac{T}{T_0}\right)^{-\gamma},\qquad \gamma>0,$$

where $T_0$ is the ambient temperature and $G_0$ is the conductance at ambient. The heat leaves through a thermal resistance $R$, in kelvin per watt, that does not depend on temperature. Finally, the gate holds the carrier density fixed while the drain voltage is swept so slowly that the channel is always in a steady state.

I write $V$ for the voltage across the channel and $I$ for the current through it, both taken positive. Ohm's law is $I=G(T)V$. The electrical power is $IV$, and in the steady state all of it flows out through $R$:

$$T-T_0=R\,IV .$$

Q: Writing the conductance relative to its value at ambient looks like a special choice. What if I only know that it is proportional to $T^{-\gamma}$?

A: It is the same law. If $G=AT^{-\gamma}$ with a constant $A$, then $G_0=AT_0^{-\gamma}$, and dividing one by the other gives the form above. The choice matters only when two ambients are compared, because then $A$ stays fixed and $G_0$ changes. Temperatures must be in kelvin throughout, since a power law in degrees Celsius would be a different law.

Q: Then the matter seems settled at once. Hotter means less conductance, and less conductance means less current. The current should fall from the start.

A: That would be so if the voltage stayed the same while the temperature rose. Here the temperature rises because the voltage rises. In $I=GV$ one factor falls and the other grows, and the question is which wins. To decide it, we need both as functions of a single variable.

Q: The natural variable is the voltage, since that is what I control.

A: It is natural, but solving for $T$ at given $V$ means solving an equation with a general power in it. It is easier to go the other way and ask which voltage produces a given temperature. Put $I=GV$ into the heat balance:

$$T-T_0=R\,G(T)V^2
\quad\Longrightarrow\quad
V^2=\frac{T-T_0}{R\,G(T)} .$$

With the ratio $x=T/T_0$ we have $T-T_0=T_0(x-1)$ and $1/G=x^\gamma/G_0$, so

$$V^2=\frac{T_0}{RG_0}\,(x-1)\,x^{\gamma}.$$

Q: You may have traded one problem for another. If two temperatures belong to the same voltage, your variable does not label the states properly.

A: Differentiate the right side to see whether that can happen:

$$\frac{d}{dx}\left[(x-1)x^\gamma\right]=x^\gamma+\gamma(x-1)x^{\gamma-1}.$$

The Joule heat is not negative, so $x\ge 1$. The first term is then positive and the second is not negative. The voltage therefore rises strictly with temperature, from zero at $x=1$ to arbitrarily large values. Each voltage has exactly one steady temperature, and each temperature from ambient upward has exactly one voltage. Sweeping $V$ upward is the same as sweeping $T$ upward, so $T$ is a proper label for the states.

Q: Very well. What is the current in terms of the temperature?

A: Square Ohm's law and insert the expression for $V^2$. One factor of $G$ cancels:

$$I^2=G^2V^2=G^2\,\frac{T-T_0}{RG}=\frac{G(T)\,(T-T_0)}{R}.$$

In terms of $x$ this is

$$I^2=\frac{G_0T_0}{R}\,(x-1)\,x^{-\gamma}.$$

The competition is now visible. The factor $x-1$ is the temperature rise, which is proportional to the dissipated power. The factor $x^{-\gamma}$ is the loss of conductance.

Q: Now find the maximum, if there is one.

A: The current is positive for $x>1$, so $I$ and $\ln I^2$ rise and fall together. The logarithm turns the product into a sum:

$$\frac{d\ln I^2}{dx}=\frac{1}{x-1}-\frac{\gamma}{x}
=\frac{x-\gamma(x-1)}{x(x-1)}
=\frac{\gamma-(\gamma-1)x}{x(x-1)} .$$

The denominator is positive, so the sign is that of $\gamma-(\gamma-1)x$. Suppose $\gamma>1$. This expression is positive for small $x$, falls linearly, and passes through zero once, at $x=\gamma/(\gamma-1)$. The current rises up to that point and falls after it. It therefore has a single maximum, at

$$T_*=\frac{\gamma}{\gamma-1}\,T_0 .$$

Because the derivative has one sign on each side, this is the greatest current over the whole sweep and not only a local maximum.

Q: And if $\gamma$ is not above one? Your formula would give an infinite or a negative temperature.

A: Then there is no maximum, and the same sign shows it. For $\gamma=1$ the expression equals $1$ at every $x$, so the current always rises. Its square is

$$I^2=\frac{G_0T_0}{R}\left(1-\frac1x\right),$$

which approaches $G_0T_0/R$ from below without reaching it. The current saturates.

For $0<\gamma<1$ the expression is $\gamma+(1-\gamma)x$, which is positive. The current again always rises, and at large $x$ its square grows as $x^{1-\gamma}$, without bound. So $\gamma>1$ is both sufficient and necessary for a peak in this model.

Q: How does the current behave at large voltage in these cases?

A: For $x\gg1$ we may replace $x-1$ by $x$. Then $V^2\propto x^{1+\gamma}$ and $I^2\propto x^{1-\gamma}$. Eliminating $x$ gives

$$I\propto V^{(1-\gamma)/(1+\gamma)} .$$

The exponent is positive for $\gamma<1$, zero for $\gamma=1$ and negative for $\gamma>1$. For $\gamma=2$ it is $-1/3$, so the current beyond the peak falls slowly. Doubling the voltage in that far region lowers it by a factor $2^{-1/3}\approx0.79$.

Q: I find it odd that neither $G_0$ nor $R$ appears in $T_*$. A better heat sink must surely keep the channel cooler.

A: It does so at a given voltage. At the peak it instead lets the channel take more power before the same temperature is reached. Both $G_0$ and $R$ enter $I^2$ as factors in front of the function of $x$. They change the height of the curve and not the place of its maximum.

The condition can also be read without the power law. From $I^2=G(T)(T-T_0)/R$, with constant $R$, the derivative vanishes when

$$-\frac{d\ln G}{dT}=\frac{1}{T-T_0}.$$

At the peak, a small relative increase of the temperature rise costs an equal relative loss of conductance. For the power law the left side is $\gamma/T$, and solving $\gamma(T-T_0)=T$ returns $T_*$. This also explains the threshold. The ratio $(T-T_0)/T$ is always below one, so it can equal $1/\gamma$ only if $\gamma>1$.

Q: What are the current, voltage and power at the peak? Those must depend on $R$.

A: They do. At the peak,

$$x_*-1=\frac{\gamma}{\gamma-1}-1=\frac{1}{\gamma-1}.$$

The power follows from the heat balance:

$$P_*=\frac{T_*-T_0}{R}=\frac{T_0}{R(\gamma-1)} .$$

For the current, insert $x_*$ into the expression for $I^2$:

$$I_*^2=\frac{G_0T_0}{R}\,\frac{1}{\gamma-1}\left(\frac{\gamma-1}{\gamma}\right)^{\gamma}
=\frac{G_0T_0}{R}\,\frac{(\gamma-1)^{\gamma-1}}{\gamma^\gamma}.$$

For the voltage, do the same with $V^2$:

$$V_*^2=\frac{T_0}{RG_0}\,\frac{1}{\gamma-1}\left(\frac{\gamma}{\gamma-1}\right)^{\gamma}
=\frac{T_0}{RG_0}\,\frac{\gamma^\gamma}{(\gamma-1)^{\gamma+1}} .$$

Multiply the last two. The factors $G_0$ and $\gamma^\gamma$ cancel, and what remains is $(T_0/R)^2(\gamma-1)^{-2}$, which is $P_*^2$ as it should be.

Q: Does the peak current go over continuously into the saturated current at $\gamma=1$?

A: Yes. As $\gamma$ approaches one from above, $(\gamma-1)^{\gamma-1}$ tends to one, because $\epsilon\ln\epsilon$ tends to zero with $\epsilon$. So $I_*^2$ tends to $G_0T_0/R$, the saturation value. Meanwhile $T_*$ and $V_*$ go to infinity. The peak does not shrink away; it moves out of reach.

Q: And what does a warmer environment do to the peak current?

A: Keep the material constant $A$ and the resistance $R$ fixed. Then $G_0T_0=AT_0^{1-\gamma}$, so $I_*\propto T_0^{(1-\gamma)/2}$. For $\gamma>1$ the peak current falls as the ambient warms, while $T_*$ rises in proportion to $T_0$.

Q: I would like to see numbers for a device.

A: Take a few-layer MoS2 transistor on oxidised silicon, with rough parameters. The channel is 2 µm long and 10 µm wide, the mobility at 300 K is 50 cm²/Vs, the carrier density is $1\times10^{13}$ cm⁻², and $\gamma=2$. The conductance at ambient is the elementary charge times density, mobility and width over length:

$$G_0=(1.602\times10^{-19})(10^{17})(50\times10^{-4})\,\frac{10}{2}\ \text{S}=400.5\ \mu\text{S}.$$

The heat passes three resistances in series under an area of $2\times10^{-11}$ m². An interface conductance of 15 MW/(m² K) gives 3333 K/W. An oxide of 300 nm with conductivity 1.4 W/(m K) gives 10714 K/W. For the spreading of heat in silicon, dimensions require a result of the form $1/(k\sqrt{\text{area}})$ times a number of order one. I take one half for that number, and with $k=140$ W/(m K) the result is 799 K/W. The total is $R=14846$ K/W, in which the silicon counts for about 5%.

For $\gamma=2$ the peak lies at $T_*=2T_0=600$ K, where the conductance has dropped to a quarter, 100.1 µS. Then

$$P_*=\frac{300}{14846}\ \text{W}=20.2\ \text{mW},\qquad
V_*=\sqrt{\frac{0.02021}{1.001\times10^{-4}}}\ \text{V}=14.2\ \text{V},$$

and $I_*=P_*/V_*=1.42$ mA, or 142 µA per µm of width.

Q: Those numbers come from the formulas I am supposed to doubt. Is there an independent check?

A: The heat balance can be solved numerically for $T$ at each voltage and the largest current located in the sweep, without using the derivative. With $T_0$, $G_0$ and $R$ as above, this gives the following peak temperatures, which agree with the formula to the digits shown.

| $\gamma$ | Peak temperature (K) |
|---|---|
| 1.3 | 1300.0 |
| 1.6 | 800.0 |
| 2.0 | 600.0 |
| 2.6 | 487.5 |

The curve for $\gamma=2$ passes through these points:

| $V$ (V) | $T$ (K) | $I$ (mA) |
|---|---|---|
| 5.0 | 389 | 1.194 |
| 10.0 | 508 | 1.399 |
| 14.2 | 600 | 1.422 |
| 20.0 | 717 | 1.403 |
| 30.0 | 898 | 1.342 |

Q: From 10 V to 20 V the current hardly changes, although the channel warms by 200 K. Could I find such a flat peak at all?

A: Its height can be found well and its position badly. The second derivative says how badly. From the first derivative in $T$,

$$\frac{d\ln I}{dT}=\frac12\left[\frac{1}{T-T_0}-\frac{\gamma}{T}\right],\qquad
\frac{d^2\ln I}{dT^2}=\frac12\left[-\frac{1}{(T-T_0)^2}+\frac{\gamma}{T^2}\right].$$

At the peak $T_*-T_0=T_*/\gamma$, so the second derivative is $-\gamma(\gamma-1)/(2T_*^2)$. To leading order near the peak,

$$\ln\frac{I}{I_*}\approx-\frac{\gamma(\gamma-1)}{4}\left(\frac{T-T_*}{T_*}\right)^2 .$$

For $\gamma=2$ and $T_*=600$ K, this puts the current about 1.4% below its peak when the channel is 100 K away from the peak temperature. The full expression for $I^2$ gives 2.0% at 500 K and 1.0% at 700 K. Any weak effect that tilts the curve a little can therefore move its maximum by tens of kelvin.

## Second half: stability, limits and a real channel

Q: Before I go on objecting, remind me what we have.

A: The channel has temperature $T$, ambient is $T_0$, and $x=T/T_0$. The conductance is $G=G_0x^{-\gamma}$, and the heat balance is $T-T_0=R\,IV$ with constant $R$. Under a voltage sweep each $V$ has one temperature, and the current obeys

$$I^2=\frac{G(T)(T-T_0)}{R}.$$

For $\gamma>1$ it peaks at $T_*=\gamma T_0/(\gamma-1)$, with current $I_*$ and voltage $V_*$; for $\gamma\le1$ it has no peak. The example has $\gamma=2$, $T_0=300$ K, $G_0=400.5$ µS and $R=14846$ K/W, with $T_*=600$ K, $I_*=1.42$ mA and $V_*=14.2$ V. The channel is 2 µm long and 10 µm wide.

Q: Beyond the peak the current falls as the voltage rises. What is the slope of the curve there?

A: Define $\theta=(T-T_0)/T$, the share of the absolute temperature that is due to heating. Take logarithms of $I^2\propto(T-T_0)T^{-\gamma}$ and $V^2\propto(T-T_0)T^{\gamma}$ and differentiate:

$$\frac{d\ln I}{dT}=\frac{1-\gamma\theta}{2(T-T_0)},\qquad
\frac{d\ln V}{dT}=\frac{1+\gamma\theta}{2(T-T_0)} .$$

Divide the first by the second and multiply by $I/V=G$:

$$\frac{dI}{dV}=G\,\frac{1-\gamma\theta}{1+\gamma\theta}.$$

At small voltage $\theta$ vanishes and the slope is $G_0$. The slope passes through zero at $\gamma\theta=1$, which is the peak, and is negative beyond it.

Q: A negative slope makes me suspicious. Is a state on that branch stable, or is it only a solution on paper?

A: That depends on what is held fixed while the temperature fluctuates. Let $C$ be the heat capacity of the channel and $\tau=RC$ its thermal time constant. Keep the temperature uniform for now, and let the electrical response be immediate. Then

$$\tau\frac{dT}{dt}=R\,P(T)-(T-T_0).$$

Add a small deviation $\delta T$ to a steady state. At fixed voltage $P=GV^2$, so $dP/dT=-\gamma P/T$. In the steady state $RP=T-T_0$, hence $R\,dP/dT=-\gamma\theta$. At fixed current $P=I^2/G$, and the sign is reversed. So

$$\tau\frac{d\,\delta T}{dt}=-(1+\gamma\theta)\,\delta T\ \ (V\text{ fixed}),\qquad
\tau\frac{d\,\delta T}{dt}=-(1-\gamma\theta)\,\delta T\ \ (I\text{ fixed}).$$

With fixed voltage a warmer channel draws less power, and the deviation decays everywhere on the curve. With fixed current a warmer channel dissipates more. The deviation then decays below the peak, where $\gamma\theta<1$, and grows above it.

Q: What happens if I force a current larger than $I_*$?

A: Then no steady state exists. The net heating is $RI^2/G-(T-T_0)$, and for $I>I_*$ it is positive at every temperature, because $G(T-T_0)/R$ never exceeds $I_*^2$. For $\gamma>1$ it also grows without limit at high $T$, so it has a positive least value. The temperature thus keeps rising at no less than a fixed rate, until something outside the model intervenes.

Just below the peak current there are two steady states. For $\gamma=2$ and $I=0.98\,I_*$, use $I_*^2=G_0T_0/(4R)$:

$$\frac{x-1}{x^2}=\frac{0.98^2}{4}=0.2401
\quad\Longrightarrow\quad
x=\frac{1\pm\sqrt{1-0.9604}}{0.4802}.$$

The temperatures are 500 K and 749 K. A time integration at this current, started 10 K below the upper one, settled at the lower one. Started 10 K above the upper one, it ran away.

Q: So with a voltage source I can follow the whole falling branch.

A: Only as long as the temperature stays uniform, and that must be examined. The sections of the channel lie in series and share one current. If one section warms while another cools, the total voltage can stay the same, and each section is then under current drive.

For $\gamma>1$ the current peaks at $T_*=\gamma T_0/(\gamma-1)$, and at fixed voltage the falling branch beyond the peak is stable as long as the channel temperature stays uniform. It remains to find when the uniform state breaks up, and how far the peak shifts when the model's other assumptions are relaxed.

All numerical values are calculated from the stated model.
